# Exactly One Active Donor When Implantation Stops at the First Detected Ion, part 2

Ions are implanted one at a time into a site, and the beam stops at the first detected ion. Each ion is detected with probability \(\eta\) and becomes an active donor after the later anneal with probability \(y\). "Active" means that the atom has taken up a lattice position where it acts as a donor, not that the donor is ionised. Different ions are independent and alike, and there are no dark counts. \(N\) is the number of ions that have entered when the beam stops, and \(P_0\) and \(P_1\) are the probabilities of no and of exactly one active donor.

The first derivation takes detection and activation of the same ion as independent and sums over \(N=n\):

\[
P_1=\sum_{n=1}^{\infty}\eta(1-\eta)^{n-1}\,n\,y(1-y)^{n-1}
\]

With \(s=\eta+y-\eta y\), the probability that an ion is detected, or active, or both, the main result is

\[
\boxed{P_1=\frac{\eta y}{s^2}=\frac{\eta y}{(\eta+y-\eta y)^2}}
\]

and \(P_0=\eta(1-y)/s\). The mean number of ions is \(1/\eta\), and that of active donors \(y/\eta\).

The second derivation allows any relation between detection and activation of the same ion. The joint probabilities are \(p_{11}\) (detected and active), \(p_{10}\) (detected, inactive), \(p_{01}\) (missed, active) and \(p_{00}\) (missed, inactive). From now until the beam stops, no ion becomes active with probability \(v\), and one ion does with probability \(u\):

\[
v=p_{10}+p_{00}\,v,\qquad u=p_{11}+p_{01}\,v+p_{00}\,u .
\]

Since \(P_1=u\), this gives

\[
\boxed{P_1=\frac{\eta y}{(1-p_{00})^2}}
\]

The first half also treated a low-yield model case, \(y=0.20\). It compared first-click stopping with a timed beam, which delivers a Poisson number of ions without a detector, and with stopping a perfect detector at a later click. First-click stopping with the best \(\eta\) equals the best timed beam at the break-even yield \(y=1-e/4\approx0.320\).

### What each derivation assumes

In the form given so far, both derivations need independent ions, no dark counts and a beam that stops in time. They differ in what else they use.

The first derivation needs the activation probability to be the same for missed and detected ions. Without this, missed ions would have the yield \(p_{01}/(1-\eta)\) and the last ion the yield \(p_{11}/\eta\), and the count would no longer be binomial. On the other hand, the sum keeps \(n\) in view. If all ions on a site share a yield that depends on their total number, one replaces \(y\) by \(y_n\) in the term for \(N=n\) and sums again.

The second derivation allows any relation between detection and activation of one ion. It needs the process to start afresh after each missed ion, so a yield that changes with the number of ions would break its equations for \(u\) and \(v\). Its last formula also shows where independence enters: through \(p_{00}\) alone, once \(\eta\) and \(y\) are given.

This leads to bounds. The probability \(1-p_{00}\) that an ion is detected or active cannot be smaller than the larger of \(\eta\) and \(y\), nor larger than 1. Therefore

\[
\eta y\;\le\;P_1\;\le\;\frac{\min(\eta,y)}{\max(\eta,y)},
\]

whatever the correlation, at fixed \(\eta\) and \(y\).

### Phosphorus in silicon

Take phosphorus ions of about 14 keV implanted into silicon to make donor qubits, with a detector on the chip that collects the charge released by each ion. Rough typical inputs are \(\eta=0.95\) and \(y=0.85\). Then

\[
s=0.95+0.85-0.8075=0.9925,\qquad
P_1=\frac{0.8075}{0.9925^2}=0.820 .
\]

About 82 sites out of 100 are expected to hold one active donor. The empty fraction is \(P_0=0.95\times0.15/0.9925=0.144\), and 0.037 of the sites hold two or more. Of \(P_1\), 0.8075 comes from sites with a single ion and 0.0123 from sites that also received missed ions. A random simulation of 400,000 sites gave 0.8208 with a standard error of 0.0006. This lies between one and two standard errors from the formula's 0.8198.

Most failures are empty sites. The yield matters more here than the detector, because it is further from 1. Perfect detection would raise \(P_1\) to 0.85, a gain of 0.03. Perfect activation would raise it to 0.95.

Set beside real devices, these inputs are plausible but not precise. Good on-chip detectors can miss fewer than 5% of the ions. The yield of isolated donors is harder to determine, and 0.85 is an assumption. If it is 0.80 or 0.90 instead, \(P_1\) becomes 0.775 or 0.864, a shift of about 0.044 either way. Among the specific effects sized below, with the ranges assumed for them, this is the largest. Only the extreme correlation allowed by the upper bound, a shift of 0.075, would exceed it. Nor does one active donor make a working qubit: its position also matters, and the model says nothing about it. The value \(y=0.20\) of the first half is a model value for the low-yield regime and does not describe this system.

### Ions that scatter back out

The assumption of independence can fail for ions that leave the crystal again, since they are never activated and may be detected with a different probability. As an extreme model case, suppose that a fraction \(b=0.02\) leaves and is neither detected nor activated, while detection and activation are independent for the ions that stay. Keep the overall \(\eta\) and \(y\) at 0.95 and 0.85. The ions that stay must then have the larger probabilities \(\eta/(1-b)\) and \(y/(1-b)\), so

\[
p_{11}=(1-b)\,\frac{\eta}{1-b}\,\frac{y}{1-b}=\frac{\eta y}{1-b}=0.824,
\]

\[
1-p_{00}=\eta+y-p_{11}=0.976,\qquad
P_1=\frac{0.8075}{0.976^2}=0.848 .
\]

\(P_1\) rises by 0.028, because failures of detection and activation now tend to fall on the same ion, and such an ion does no harm. The value \(b=0.02\) is chosen to make the effect visible. Phosphorus is heavier than silicon, so a single collision with a silicon atom cannot turn it back, and the real fraction should be well below 1%. With \(b=0.003\) the rise is only about 0.004. Even this overstates real backscattering. An ion that needs several collisions to leave has given up most of its energy in the crystal, so a charge-collecting detector is likely to register it. If such ions are detected with the same probability \(\eta\) as the rest, detection and activation remain independent and \(P_1\) does not change. If they are always detected, \(P_1\) at fixed \(\eta\) and \(y\) falls slightly, by 0.0014 for \(b=0.02\) and by 0.0002 for \(b=0.003\). The bounds above limit any effect of this kind to the range from 0.81 to 0.89.

The rise depends on what is held fixed. If 0.95 and 0.85 describe the ions that stay, the overall values are \((1-b)\eta\) and \((1-b)y\), and \(1-p_{00}=(1-b)s\). The factors \((1-b)^2\) cancel, and \(P_1\) is unchanged. This holds for escaping ions that go undetected. If they are always detected, they stop the beam without leaving a donor, and \(P_1\) falls by 0.016 for \(b=0.02\). One must therefore know which ions the quoted efficiency and yield refer to.

### Pulsed beams and dark counts

If the beam comes in pulses and can be stopped only between them, several ions may arrive before the stop. Let the number of ions per pulse be Poisson distributed with mean \(\mu\), and let a dark count trigger the stop with probability \(d\) per pulse, independently of the ions. The second derivation still works with a pulse in place of an ion, because the process starts afresh after each silent pulse.

Let \(\sigma_k\) be the probability that a pulse is silent and adds \(k\) active donors, and \(\tau_k\) the probability that it stops the beam and adds \(k\). The next-pulse equations are \(v=\tau_0+\sigma_0v\) and \(u=\tau_1+\sigma_1v+\sigma_0u\), so

\[
P_1=\frac{\tau_1}{1-\sigma_0}+\frac{\sigma_1\tau_0}{(1-\sigma_0)^2}.
\]

A pulse is silent and adds no donor if all its ions are missed and inactive and there is no dark count:

\[
\sigma_0=(1-d)\sum_{n=0}^{\infty}\frac{e^{-\mu}\mu^n}{n!}(1-s)^n=(1-d)\,e^{-\mu s}.
\]

For \(\sigma_1\) one of the \(n\) ions is missed but active, which replaces one factor \(1-s\) by \((1-\eta)y\) and brings a factor \(n\). The sum gives \(\sigma_1=\mu(1-\eta)y\,\sigma_0\). Regardless of detection, a pulse adds no donor with probability \(e^{-\mu y}\) and one donor with probability \(\mu y\,e^{-\mu y}\). Subtracting the silent parts leaves

\[
\tau_0=e^{-\mu y}-\sigma_0,\qquad
\tau_1=\mu y\,e^{-\mu y}-\sigma_1 .
\]

For \(d=0\) and small \(\mu\), to first order, \(\tau_1\), \(\tau_0\) and \(\sigma_1\) become \(\mu p_{11}\), \(\mu p_{10}\) and \(\mu p_{01}\) with the independent single-ion probabilities, and \(1-\sigma_0\) becomes \(\mu s\). The factors of \(\mu\) cancel, and the main result returns.

With \(\mu=0.02\) and \(d=0\), \(P_1\) in the example falls by 0.0057. The size can be understood at \(\eta=1\), where \(s=1\), \(\sigma_1=0\) and

\[
P_1=\frac{\mu y\,e^{-\mu y}}{1-e^{-\mu}}\approx y\Big[1+\mu\big(\tfrac12-y\big)\Big].
\]

To first order in \(\mu\) the change is \(\mu y(\tfrac12-y)=-0.0060\), close to the value for \(\eta=0.95\). At \(\eta=1\) it is negative because \(y>\tfrac12\): a second ion then spoils a good site more often than it rescues an empty one. For a poorer detector the sign changes at a lower yield, near \(y=0.49\) for \(\eta=0.95\) and \(y=0.41\) for \(\eta=0.5\).

A dark-trigger probability \(d=10^{-5}\) per pulse lowers \(P_1\) by a further 0.0004. A true detection occurs in about \(\mu\eta=0.019\) of the pulses, so false stops come first on roughly \(d/(\mu\eta)=5\times10^{-4}\) of the sites, and most of those are empty. While both effects are small, weaker pulses reduce the first error but increase the second, since more pulses are needed per detected ion.

### Damage, close pairs and temperature

A second ion enters a crystal already damaged by the first. Suppose that on sites with more than one ion the yield of every ion is 10% lower in relative terms, \(y'=0.765\). The first derivation handles this case directly, with \(y_n=y'\) for \(n\ge2\). The term \(N=2\) has weight \(0.95\times0.05=0.0475\) and changes by

\[
0.0475\times2\,\big[0.765\times0.235-0.85\times0.15\big]=0.0050 .
\]

With the higher terms \(P_1\) rises by 0.0051. The sign is positive because two ions with a lower yield are less likely to be both active, and here this outweighs the larger chance that neither is. This holds for the assumed loss. If only the ions after the first lose yield, the rise is 0.0029, and damage that also affected single ions would lower \(y\) itself.

Two donors that come to rest very close together may not act as separate donors. If each coordinate of an ion's final position has a Gaussian spread of 8 nm, the separation of two ions has a spread of \(\sqrt2\times8=11.3\) nm per axis. The chance of a distance below 1 nm is nearly the volume of the small sphere times the peak density:

\[
\frac{4\pi}{3}\,\frac{1^3}{(2\pi)^{3/2}\,11.3^3}\approx1.8\times10^{-4}.
\]

Since 5% of the sites receive more than one ion, this affects about \(10^{-5}\) of all sites. The estimate depends strongly on the chosen distance, because the volume of the sphere grows as its cube. It also falls as the inverse cube of the spread, for which 8 nm is only a rough value on the low side: a spread of 10 nm would halve the chance. A binary-collision model of 14 keV phosphorus in amorphous silicon gives about 9 nm laterally and 10 to 11 nm in depth, and a chance of \(1.2\) to \(1.5\times10^{-4}\). The electron orbit of a phosphorus donor has a radius of roughly 2 nm, so donors several nanometres apart can still be strongly coupled. With a limit of 5 nm the chance for a pair is about 2%, and about \(10^{-3}\) of all sites are affected. This counts only the closest pairs: exchange coupling can matter at larger distances too, so the number of coupled pairs may be considerably larger.

Finally, a donor used as an electron-spin qubit must hold its electron. For one electron in thermal equilibrium, with a free volume \(V\) and two spin states on the donor, the ratio of ionised to neutral probability is \(\tfrac12N_cV\,e^{-E/k_BT}\). Here \(N_c\) is the effective density of conduction-band states, spin included, and \(E\) the binding energy. With \(E=45\) meV, \(T=1\) K and \(V=1\ \mu\mathrm{m}^3\), the exponent is 522 and the ratio is of order \(10^{-223}\). These digits follow the rounded energy: with 45.6 meV they become 529 and \(10^{-226}\). Thermal ionisation is negligible under these conditions. The estimate does not cover a donor emptied by a gate field or by a nearby trap. The numerical output lists the main inputs and changes used here.

## Values computed for the example and the checks

```
EXAMPLE: P in Si, about 14 keV (rough typical inputs)
detection efficiency eta             0.95
activation yield y                   0.85
s = eta + y - eta*y                  0.9925
mean ions per site                   1.0526
mean active donors per site          0.8947
probability of more than one ion     0.0500
P(no active donor)                   0.1436
P(exactly one), formula              0.8198
P(exactly one), event process        0.8198
P(two or more)                       0.0367
part of P1 from a single ion         0.8075
part of P1 from two or more ions     0.0123
expected good sites out of 100       82.0
simulated P1 (400000 sites)        0.8208
standard error of simulation         0.0006
largest error, distribution test     4.5e-16
LOW-YIELD MODEL CASE
activation yield                     0.20
P1, first click, perfect detector    0.2000
best eta for first-click rule        0.2500
P1 at best eta                       0.3125
P(no active donor) at best eta       0.5000
timed implant, best mean ion number  5.000
timed implant, best P1               0.3679
perfect detector, best click number  4
P1 when stopped at that click        0.4096
break-even yield, tuned first click  0.3204
NEGLECTED EFFECTS IN THE EXAMPLE (rough assumed sizes)
P1 if yield is 0.80                  0.7754
P1 if yield is 0.90                  0.8636
mean ions per pulse                  0.02
change of P1 from pulse pile-up      -0.00574
dark-trigger probability per pulse   1e-05
further change from dark triggers    -0.00039
backscattered, undetected fraction   0.02
change of P1 at fixed eta and y      +0.02792
relative yield loss, multi-ion site  0.10
change of P1 from that loss          +0.00513
position spread per axis             8.0 nm
pair distance limit                  1.0 nm
P(two given ions closer than limit)  1.83e-04
donor binding energy                 45 meV
temperature of use                   1.0 K
silicon volume for free electron     1.0 um3
density-of-states mass (all valleys) 1.08 m_e
binding energy / kT                  522
log10(ionised/neutral)               -223
```
